# A Non-Flat Quantum Well with the Infinite-Well Spectrum

## Problem

An electron of constant effective mass $m$ moves along the growth direction $z$ of a quantum well with hard walls at $z=0$ and $z=L$. Write $B=\hbar^2/2m$ and let primes denote $d/dz$. For a flat bottom, $V=0$, the normalized states and levels are

$$\psi_n=\sqrt{\tfrac{2}{L}}\,\sin\frac{n\pi z}{L},\qquad E_n=B\left(\frac{n\pi}{L}\right)^2,\qquad n=1,2,\dots$$

In a graded alloy the band edge follows the composition $x(z)$, so one may hope to read $x(z)$ from measured levels.

1. Estimate by scaling how strongly the bottom can be reshaped, and what a reshaping does to the levels and to the ground-state position.
2. Use two successive Darboux transformations to build a non-flat $V(z)$ with the levels $E_n$. Prove that no level is lost or added.
3. Evaluate the profile for a 40 nm well of Al$_x$In$_{1-x}$Sb about the reference composition $x=0.020$, and compare it with the estimate.
4. Decide what survives when the walls are finite and the mass depends on composition.

The example uses rough model inputs, chosen for illustration and not quoted as measured values: at $x=0$ a mass of $0.014\,m_e$ and a gap of 0.235 eV, the gap rising by 2.0 eV per unit $x$, and 60% of that rise in the conduction band. The reference gap is $0.235+2.0\times0.020=0.275$ eV. Taking the mass proportional to the gap gives $0.014\times0.275/0.235=0.0164\,m_e$. Energies are measured from the conduction edge of the reference alloy, which moves by $0.60\times2.0=1.2$ eV per unit $x$.

## First estimate by scaling

The only energy that can be formed from $B$ and $L$ is $B/L^2$, so the natural unit is $E_1$. Here $B=2.326$ eV nm$^2$ and

$$E_1=\frac{2.326\,\pi^2}{40^2}\ \text{eV}=14.3\ \text{meV}.$$

A reshaping of amplitude $U\sim E_1$ should alter the ground state appreciably. It needs a composition swing of about $0.0143/1.2=0.012$ to either side of the reference.

To keep the levels nearly fixed, try a profile odd about the centre, $V=-U\sin(2\pi z/L)$, which is attractive on the left. Every density $\psi_n^2$ is even about the centre, so all first-order shifts vanish. In second order the ground level is pushed down. With $s=z/L$, the coupling to state 2 contains

$$2\int_0^1\sin^2(2\pi s)\sin(\pi s)\,ds=\int_0^1[1-\cos4\pi s]\sin\pi s\,ds=\frac{2}{\pi}+\frac{2}{15\pi}=\frac{32}{15\pi}=0.679 .$$

Since $E_2-E_1=3E_1$, state 2 alone lowers the ground level by $(0.679U)^2/3E_1=0.154\,U^2/E_1$, or 2.2 meV for $U=E_1$. The odd profile is therefore not isospectral. It needs a further part of order $U^2/E_1$ to cancel such shifts.

The same coupling admixes state 2 with amplitude $0.679U/3E_1=0.226\,U/E_1$. The dipole element follows from $2\sin\theta\sin2\theta=\cos\theta-\cos3\theta$ and $\int_0^Lz\cos(j\pi z/L)\,dz=-2L^2/j^2\pi^2$ for odd $j$:

$$\langle1|z-\tfrac L2|2\rangle=-\frac{2L}{\pi^2}\left(1-\frac19\right)=-\frac{16L}{9\pi^2}=-7.21\ \text{nm}.$$

The mean position then moves by $2(0.226)(-7.21)=-3.3$ nm for $U=E_1$. The estimate does not say whether one profile can repair all levels at once.

## Exact solution

### One Darboux step

Let $f$ be a solution without zeros inside the well of $-Bf''+Vf=\varepsilon f$, and put $w=f'/f$. Since $f''/f=w'+w^2$, we have $V-\varepsilon=B(w'+w^2)$. Define

$$A=\sqrt B\left(\frac{d}{dz}-w\right),\qquad A^\dagger=\sqrt B\left(-\frac{d}{dz}-w\right).$$

Acting on a function $g$, the two products are

$$A^\dagger Ag=-Bg''+B(w^2+w')g,\qquad AA^\dagger g=-Bg''+B(w^2-w')g .$$

The first is $(H-\varepsilon)g$. The second defines a partner $\tilde H-\varepsilon$ with potential

$$\tilde V=V-2Bw'=V-2B(\ln f)'' .$$

If $Hg=Eg$, then $\tilde H(Ag)=E\,Ag$, because $AA^\dagger(Ag)=A(A^\dagger Ag)$. Also $A^\dagger(1/f)=0$, so $1/f$ solves the partner equation at energy $\varepsilon$.

### Removing and restoring the ground level

First take $V=0$ and $f=\psi_1$. The partner potential is

$$V_1=-2B(\ln\psi_1)''=\frac{2E_1}{\sin^2(\pi z/L)} .$$

At energy $E_1$ one partner solution is $1/\psi_1$. Reduction of order gives a second, $\psi_1^{-1}\int\psi_1^2dz$. With $I(z)=\int_0^z\psi_1^2\,dz'$, which rises from 0 to 1, the general solution is $(\alpha+\beta I)/\psi_1$. To vanish at both walls it would need $\alpha=0$ and $\alpha+\beta=0$, so the level $E_1$ has been removed.

Now apply a second step at the same energy, with

$$f=\frac{D}{\psi_1},\qquad D=1+cI .$$

This has no zeros for $c>-1$. The singular terms cancel:

$$V_c=V_1-2B(\ln D)''+2B(\ln\psi_1)''=-2B(\ln D)'' .$$

The new solution at $E_1$ is $1/f=\psi_1/D$. It vanishes at both walls, so the level is back.

For a general $k$, define $I=\int_0^z\psi_k^2$. The intermediate potential is then singular at the nodes of $\psi_k$, but the final one is regular. From $D'=c\psi_k^2$ and $D''=2c\psi_k\psi_k'$,

$$V_c=-2B\left[\frac{2c\,\psi_k\psi_k'}{D}-\frac{c^2\psi_k^4}{D^2}\right],\qquad I=\frac zL-\frac{\sin(2k\pi z/L)}{2k\pi}.$$

The proof below does not use the intermediate potential and holds for every $k$.

### No level lost, none added

Write $\psi=\psi_k$ and $g=c\psi/D$. First, $g$ solves the new equation at $E_k$. Differentiating twice,

$$\left(\frac{\psi}{D}\right)''=\frac{\psi''}{D}-\frac{2\psi'D'}{D^2}-\frac{\psi D''}{D^2}+\frac{2\psi D'^2}{D^3}.$$

Because $\psi D''=2c\psi^2\psi'=2\psi'D'$, the second and third terms are equal. With $\psi''=-E_k\psi/B$ the sum becomes

$$\left(\frac{\psi}{D}\right)''=\left[-\frac{E_k}{B}-2(\ln D)''\right]\frac{\psi}{D}=\frac{V_c-E_k}{B}\,\frac{\psi}{D}.$$

For any energy $E$, let $s$ be the flat-well solution with $s(0)=0$ and $s'(0)=1$, and let $J=\int_0^z\psi s\,dz'$. The derivative of $s\psi'-\psi s'$ is $s\psi''-\psi s''=(E-E_k)\psi s/B$, and this combination vanishes at $z=0$. Hence

$$\frac{E-E_k}{B}\,J=s\psi'-\psi s' .$$

At $E=E_k$ both sides are zero, so this case needs no separate treatment. Try

$$y=s-gJ .$$

Using $J'=\psi s$, $J''=\psi's+\psi s'$ and $s''=-Es/B$,

$$y''-\frac{V_c-E}{B}y=-\frac{V_c}{B}s-\frac{E-E_k}{B}gJ-2g'\psi s-g\psi's-g\psi s' .$$

Insert the expression for $J$. The terms in $s'$ cancel, and what remains is

$$-\frac{V_c}{B}s-2(g\psi'+g'\psi)s=\left[-\frac{V_c}{B}-2(g\psi)'\right]s=0,$$

because $g\psi=c\psi^2/D=(\ln D)'$. So $y$ solves the new equation.

At the left wall $g=J=0$, which gives $y(0)=0$ and $y'(0)=1$. This is the solution that decides whether $E$ is a level: $E$ is a level if and only if $y(L)=0$. At the right wall $g(L)=0$, because $\psi(L)=0$. Therefore

$$y(L)=s(L)=\frac{\sin qL}{q},\qquad q^2=\frac EB .$$

The continuation to $E\le0$ has no zeros. The two wells have the same characteristic function of energy, hence the same spectrum.

### States, and what the levels miss

Rescaling $y$ at $E=E_n$ gives, for $n\ne k$,

$$\varphi_n=\psi_n-\frac{c\psi_kJ_n}{D},\qquad J_n=\int_0^z\psi_k\psi_n\,dz' .$$

Here $\varphi_n^2=\psi_n^2-(cJ_n^2/D)'$, and $J_n$ vanishes at both walls by orthogonality, so $\varphi_n$ is normalized. For $n=k$ the solution is $\psi_k/D$. Its norm is $\int_0^L\psi_k^2/D^2\,dz=[-1/(cD)]_0^L=1/(1+c)$, so

$$\varphi_k=\sqrt{1+c}\;\frac{\psi_k}{D}.$$

The profile is flat only for $c=0$. Since $(\ln D)'$ vanishes at both walls, $V_c$ has zero mean. A constant $V_c$ would have to be zero, making $(\ln D)'$ constant, hence zero, and $c=0$.

The parameter $c$ is carried by the wall slopes. The value of $\varphi_k'^2$ is multiplied by $1+c$ at the left wall and by $1/(1+c)$ at the right wall, while the other states keep their slopes. Reflection, with $I(L-z)=1-I(z)$, gives

$$D(L-z)=(1+c)\,[1+c'I(z)],\qquad c'=-\frac{c}{1+c}.$$

The constant factor drops out of $(\ln D)''$, so the mirror image of $V_c$ is $V_{c'}$. The initial slope $V_c'(0)=-4Bc\,\psi_k'(0)^2$ identifies $c$. A mirror-symmetric member therefore needs $c=c'$, or $c(c+2)=0$, which leaves the flat well alone for $c>-1$.

For $k=1$ and large $c$, $D$ stays of order one only where $I\approx(2\pi^2/3)(z/L)^3\lesssim1/c$. The ground state is squeezed into a width of order $Lc^{-1/3}$, and the depth grows as $c^{2/3}E_1$. An alloy stops this growth: $x\ge0$ requires a depth of at most $1.2\times0.020$ eV $=24$ meV here.

### The 40 nm profile

Take $k=1$ and $c=1$. At $z=10$ nm, $I=0.2500-0.1592=0.0908$ and $D=1.0908$. In units of $1/L^2$, $2\psi_1\psi_1'=2\pi$ and $\psi_1^4=1$, so

$$V=-2\,\frac{2.326}{1600}\left[\frac{6.283}{1.0908}-\frac{1}{1.0908^2}\right]\text{eV}=-14.3\ \text{meV},$$

and $x=0.020-0.0143/1.2=0.008$. The profile has its minimum of $-15.3$ meV at 8.1 nm and its maximum of $+10.9$ meV at 27.6 nm. The composition runs from 0.007 to 0.029. Diagonalizing this profile in a sine basis returns the first eight flat-well levels to within $3\times10^{-11}$ meV; the numerical output lists the first four.

## Comparison of the estimate with the exact result

| Quantity | Estimate, $U=E_1$ | Exact, $c=1$ |
|---|---|---|
| Extremes of $V$ (meV) | $\mp14.3$ | $-15.3,\ +10.9$ |
| Mean position from centre (nm) | $-3.3$ | $-2.8$ |
| Change of $E_1$ (meV) | $-2.2$ | $0$ |

The scale $U=E_1$ was not fitted to $c=1$. A closer comparison uses $t=\ln(1+c)$, which changes sign under reflection. To second order $c=t+t^2/2$, so

$$\ln D=tI+\frac{t^2}{2}(I-I^2)+O(t^3).$$

The first term gives the odd profile of the estimate, with $U=(4t/\pi)E_1$. For $c=1$, $t=0.693$ and $U=0.88E_1=12.7$ meV. The odd part of the exact profile at 10 nm is $(-14.3-10.4)/2=-12.3$ meV. The mean position is odd in $t$, so it has no second-order term. Its leading estimate becomes $-3.26\times0.88=-2.9$ nm, against the exact $-2.8$ nm.

The second term is even about the centre. At $z=L/2$ it gives $8t^2E_1/\pi^2=5.6$ meV, against the exact 5.2 meV. This is the repair of order $U^2/E_1$ that scaling required. Since the exact levels do not move, its first-order shifts cancel the second-order shifts of the odd part for every level.

## What can tell the profiles apart

Apply 0.001 MV/cm, with potential energy $(10^{-4}\ \text{eV/nm})(z-L/2)$. The flat well has no linear Stark shift, and its ground level falls by 0.012 meV. In the shaped well the linear part is $10^{-4}\times(-2.84)$ eV $=-0.28$ meV, and the full shift is $-0.30$ meV. Reversing the field reverses the linear part. These are shifts of a single level; an optical line shows the difference between the shifts of its two levels.

The dipole element between states 1 and 3 is zero by parity in the flat well and 0.85 nm in the shaped one. Relative to the 1–2 line its square is $(0.85/7.01)^2=0.015$. With the energy ratio $(E_3-E_1)/(E_2-E_1)=8/3$, the oscillator strength is about 4% of that of the 1–2 line, in this constant-mass model and for polarization along $z$.

## Finite walls and a real alloy

For finite barriers and constant mass, replace the flat potential by the finite well $V_0(z)$, take $\psi$ as its ground state, and start $I$ and $J$ at $-\infty$. The algebra above holds with $V_c=V_0-2B(\ln D)''$, since $V_0$ enters both second derivatives alike. Let $s$ decay on the left. Far to the right, for $E\neq E_k$, $gJ$ is smaller than a growing $s$ by a factor of order $\psi^2$, so $y$ decays if and only if $s$ does. At $E=E_k$, $y$ is proportional to $\psi/D$ and decays too. All bound levels are kept.

A barrier with $x=0.20$ is $1.2\times0.18$ eV $=216$ meV high and gives four bound levels. The redesigned profile keeps them to $4\times10^{-6}$ meV on the numerical grid. It includes a graded part inside the barriers, where the tail of $\psi$ still makes $D$ vary. The hard-wall profile placed between the same barriers instead changes the first three levels by $-1.0$, $+0.2$ and $+0.2$ meV.

A composition-dependent mass breaks the theorem. To size this, keep the hard walls and use a two-band model, $m(E,z)\propto E-E_v(z)$, where $E_v$ is the local valence edge. The flat levels are 13.7, 48.7 and 95.8 meV, and the shaped ones lie higher by 0.05, 0.17 and 0.10 meV. These shifts combine two effects, since the mass in this model depends on energy as well as on composition. They hold for hard walls; with finite barriers the mass also changes at the interfaces, and neither the size nor the sign of the shifts need carry over. Adding $\sum_ja_j\cos(2\pi jz/L)$ to the shaped profile, with $a_j$ equal to 0.07, 0.37 and 0.23 meV after rounding for $j=1,2,3$, brings the three levels (for the unrounded $a_j$) back to the flat ones within $6\times10^{-8}$ meV. The composition still runs from 0.007 to 0.029. Three levels thus fail to fix the profile in this model too; whether all its levels could be matched is not shown here.

Of the idealizations sized here, the hard walls and the parabolic band move the levels most. Taken separately, finite barriers lower $E_1$ from 14.3 to 10.6 meV, and the two-band mass lowers $E_3$ from 129 to 96 meV. At $10^{11}$ electrons per cm$^2$, with equal donor sheets outside the well and a rough relative permittivity of 17, the first-order Hartree potential changes $E_2-E_1$ by $-1.3$ meV in the flat well and $-1.7$ meV in the shaped one. The two values differ by about 0.3 meV, so charging also breaks the equality of the levels. This is only one of several effects at this density. An optical 1–2 line also carries a depolarization shift of about $+2$ meV and a smaller exchange shift. In the two-band model the 1–2 spacing of the flat well falls from 35.1 meV at zero in-plane wave vector to 32.8 meV at the Fermi wave vector $\sqrt{2\pi n}$. That spread, other broadening or composition errors can hide a difference of 0.3 meV. A rough mobility of $10^5$ cm$^2$/Vs gives $\hbar/\tau=0.7$ meV, although an optical linewidth need not equal this transport value. The thermal energy at 77 K is 6.6 meV, well below the 43 meV spacing of the first two levels in the constant-mass hard-wall model. A composition error of 0.001 moves the local band edge by 1.2 meV. This is small beside the 26 meV swing of the profile, but not beside the smaller level shifts above: in the flat well an error $0.001\cos(2\pi z/L)$ lowers $E_1$ by 0.6 meV in first order and leaves $E_2$ unchanged. Strain and spin splitting are left out. Strain is not small here. On material with $x=0.20$ the well is mismatched by about 1%, which moves the conduction edge by tens of meV and changes its slope with $x$ by a few tenths of an eV. A 40 nm well also exceeds the equilibrium critical thickness, roughly 10–25 nm. The compositions and the barrier height above therefore describe the model, not a growth recipe.

Within the constant-mass model, then, even the complete list of levels leaves the composition profile undetermined. Mirror symmetry, if known independently, would exclude every non-flat member of this family; otherwise a measurement sensitive to the states is needed. The strength of the 1–3 line can reveal the asymmetry but is the same for a profile and its mirror image; a Stark shift in a field of known direction separates those two as well.

## Numbers as computed

```
well width = 40.0 nm; c = 1.0; k = 1
rough InSb mass = 0.014 m_e; gap = 0.235 eV
rough gap slope = 2.00 eV per unit x
rough conduction-band share = 0.60
reference x = 0.020; barrier x = 0.200
reference gap = 0.2750 eV; mass = 0.01638 m_e
conduction-edge slope = 1.20 eV per unit x
B = 2.32557 eV nm^2
E1: flat 14.345307, shaped 14.345307 meV
E2: flat 57.381226, shaped 57.381226 meV
E3: flat 129.107759, shaped 129.107759 meV
E4: flat 229.524904, shaped 229.524904 meV
largest difference, 8 levels = 2.1e-11 meV
z =  0.0 nm: V =   -0.000 meV, x = 0.02000
z =  5.0 nm: V =  -12.513 meV, x = 0.00957
z = 10.0 nm: V =  -14.301 meV, x = 0.00808
z = 15.0 nm: V =   -4.915 meV, x = 0.01590
z = 20.0 nm: V =    5.168 meV, x = 0.02431
z = 25.0 nm: V =   10.239 meV, x = 0.02853
z = 30.0 nm: V =   10.365 meV, x = 0.02864
z = 35.0 nm: V =    6.561 meV, x = 0.02547
z = 40.0 nm: V =    0.000 meV, x = 0.02000
minimum: z = 8.12 nm, V = -15.307 meV, x = 0.00724
maximum: z = 27.59 nm, V = 10.850 meV, x = 0.02904
squared wall-slope ratios, state 1 = 2.0000, 0.5000
shaped mean position from centre = -2.8428 nm
|z_12|: flat 7.2051, shaped 7.0141 nm
|z_13|: flat 0.0000, shaped 0.8481 nm
field = 0.0010 MV/cm
E1 Stark shift: flat -0.0121, shaped -0.2957 meV
barrier height = 216.0 meV; bound levels = 4
finite E1: flat 10.562 meV, hard-wall design change -1.010 meV
finite E2: flat 41.925 meV, hard-wall design change +0.202 meV
finite E3: flat 92.891 meV, hard-wall design change +0.177 meV
redesigned finite well, largest change = 4.0e-06 meV
two-band E1: flat 13.666, shaped 13.716 meV
two-band E2: flat 48.742, shaped 48.910 meV
two-band E3: flat 95.760, shaped 95.860 meV
cosine corrections 1,2,3 = 0.066, 0.372, 0.230 meV
corrected two-band mismatch = 5.9e-08 meV
corrected x range = 0.00685 to 0.02900
sheet density = 1.0e+11 cm^-2; eps_r = 17.0
Hartree change of E2-E1: flat -1.348, shaped -1.696 meV
rough mobility = 1.0e+05 cm2/Vs; hbar/tau = 0.707 meV
thermal energy at 77 K = 6.635 meV
edge shift for x error 0.001 = 1.20 meV
```
